\section*{Three-Beam TM Imaging and the Loss of the Second Harmonic, part 2}

A grating mask with lines along $y$ is imaged into a resist by three coherent plane waves in the $xz$ plane: a zero order along $z$, with amplitude $a_0$, and two first orders at $\pm\theta$ inside the resist, each with amplitude $a_1$. The $z$ axis points into the resist, and focus is at $z=0$. The resist has index $n$, and $\lambda$ is the vacuum wavelength. We write $k_0=2\pi/\lambda$, $k=nk_0$ and $K=k\sin\theta=2\pi/p$, where $p$ is the image period. Fields vary as $e^{-i\omega t}$, and $\varepsilon=\varepsilon'+i\varepsilon''$ is the relative permittivity.

Exposure follows $I=|\mathbf E|^2$, relative to the clear-mask intensity in the resist. In TE polarization $\mathbf E$ points along $y$. In TM it lies in the $xz$ plane, the magnetic field $H_y$ points along $y$, and two waves interfere with the cosine of the angle between them. Without absorption or reflection, the TM field is
\begin{align}
E_x&=a_0e^{ikz}+2a_1\cos\theta\cos Kx\,e^{ikz\cos\theta},
\label{eq:Ex}\\
E_z&=-2ia_1\sin\theta\sin Kx\,e^{ikz\cos\theta}.
\label{eq:Ez}
\end{align}
The image is
\begin{equation}
I_{\rm TM}=a_0^2+2a_1^2
+4a_0a_1\cos\theta\cos\phi\cos Kx
+2a_1^2\cos2\theta\cos2Kx,
\label{eq:again}
\end{equation}
where $\phi=kz(1-\cos\theta)$. In TE the prefactors $\cos\theta$ and $\cos2\theta$ are replaced by 1. The TM second harmonic vanishes at $\theta=45^\circ$; this is the null. There the magnetic intensity and the axial energy flow would keep second-harmonic factors of 1 and 0.7071, but they do not govern exposure.

The example has $\lambda=193$ nm, $n=1.70$, water index $n_w=1.44$ and numerical aperture $\mathrm{NA}=1.35$. A thin mask with equal lines and spaces, with a space centred on $x=0$, gives $a_0=1/2$ and $a_1=1/\pi=0.3183$, taken at first as the amplitudes in the resist. The null lies at $p=160.6$ nm, where $n\sin\theta=\lambda/p=1.202$ and the first orders travel in the water at $\theta_w=56.6^\circ$.

\subsection{The profile at focus}

At $z=0$ and $p=160.6$ nm, both polarizations have the mean
\begin{equation}
a_0^2+2a_1^2=0.2500+0.2026=0.4526 .
\end{equation}
The TE harmonics are $4a_0a_1=0.6366$ and $2a_1^2=0.2026$. In TM the first is reduced to $0.6366\times0.7071=0.4502$, and the second is zero. The TM image is a pure sinusoid. It runs from 0.9028 at the centre of the space to 0.0025 at the centre of the line, with the contrast
\begin{equation}
\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}
=\frac{0.4502}{0.4526}=0.995 .
\end{equation}

This high contrast does not mean that the polarization loss is harmless. A better measure for printing is the relative steepness at the edge. For a space of width $w=p/2$, with its edge at $x=p/4$, define the normalized log-slope
\begin{equation}
N=-w\left.\frac{1}{I}\frac{dI}{dx}\right|_{x=p/4}.
\end{equation}
It estimates how strongly the edge position resists a change of dose: for a small relative dose change $\delta$, the edge moves by approximately $w\delta/N$.

At the edge $Kx=\pi/2$. The first harmonic is zero there and has its steepest slope. The second harmonic has the value $-2a_1^2\cos2\theta$ and zero slope, because $\sin2Kx=\sin\pi=0$. At focus, therefore,
\begin{align}
-\frac{dI_{\rm TM}}{dx}&=4Ka_0a_1\cos\theta,\\
I_{\rm TM}&=a_0^2+2a_1^2(1-\cos2\theta)
=a_0^2+4a_1^2\sin^2\theta .
\end{align}
Since $wK=\pi$,
\begin{equation}
N_{\rm TM}=\frac{4\pi a_0a_1\cos\theta}
{a_0^2+4a_1^2\sin^2\theta},\qquad
N_{\rm TE}=\frac{4\pi a_1}{a_0}.
\label{eq:slope}
\end{equation}
For TE, the second harmonic subtracts $2a_1^2$ at the edge and leaves the intensity $a_0^2$.

The numbers are
\begin{equation}
N_{\rm TM}=\pi\,\frac{0.4502}{0.4526}=3.12,\qquad
N_{\rm TE}=\pi\,\frac{0.6366}{0.2500}=8.00 .
\end{equation}
Two effects act together. The slope falls by the factor 0.7071, and the edge intensity rises from 0.2500 to 0.4526. The second harmonic thus improves the TE edge by darkening it, although it adds nothing to the slope at that point. The comparison holds the amplitudes and edge position fixed. To print the edge at the same place, the dose must be different in the two cases.

\subsection{A flat image out of focus}

Away from focus, the zero order and the first orders acquire different phases along $z$. Their interference changes by $\cos\phi$. The two first orders stay in phase with each other, so the second harmonic does not depend on $z$. The first harmonic vanishes when $\phi=\pi/2$, at
\begin{equation}
z_f=\frac{\pi}{2k(1-\cos\theta)}
=\frac{\lambda}{4n(1-\cos\theta)} .
\end{equation}
For the example,
\begin{equation}
z_f=\frac{193\ \text{nm}}{4\times1.70\times0.2929}
=96.9\ \text{nm}.
\end{equation}
In TE the second harmonic remains there, with a peak-to-peak intensity of $4a_1^2=0.4053$ and half the original period. In TM at $45^\circ$ there is no second harmonic to remain. For a point source, the model gives a completely uniform exposure at this distance from focus. The distance is measured inside the resist and lies outside a 100 nm film centred on focus. If instead the wafer is moved, the extra path lies in the water, where the phase difference grows faster, as $k_0(n_w-\sqrt{n_w^2-1.202^2})$ per unit length with $n_w=1.44$; the plane that was in focus then becomes uniform after a shift of about 75 nm.

For a film 100 nm thick and centred on focus, the surfaces lie at $z=\pm50$ nm. The first harmonic has fallen there from 0.4502 to 0.3102. The mean is unchanged, so the image is noticeably weaker at the top and bottom of the film than in its middle.

\subsection{Absorption in the resist}

With absorption, the transverse wave number $K$ stays real, but the axial one becomes complex:
\begin{equation}
k_z^2=\varepsilon k_0^2-K^2,\qquad \varepsilon=(n+i\kappa)^2 .
\end{equation}
Maxwell's equations give each first order an electric field proportional to $(k_z,0,\mp K)$. The squares of the summed components are proportional to $|k_z|^2\cos^2Kx$ and $K^2\sin^2Kx$. The second harmonic is therefore proportional to $|k_z|^2-K^2$. At the null $|k_z|^2=K^2$; squaring this condition gives
\begin{align}
|\varepsilon k_0^2-K^2|^2&=K^4,\nonumber\\
|\varepsilon|^2k_0^4-2\varepsilon'k_0^2K^2+K^4&=K^4,\nonumber\\
K^2&=\frac{|\varepsilon|^2k_0^2}{2\varepsilon'} .
\end{align}
Without absorption this returns $K^2=n^2k_0^2/2$, or $45^\circ$. For a rough value $\kappa=0.02$, the period of the null changes by $-0.033$ nm, which is negligible here. The loss of exposure with depth is larger: the zero-order intensity falls by
\begin{equation}
1-\exp\left(-\frac{4\pi\kappa\times100\ \text{nm}}{193\ \text{nm}}\right)
=12\,\%
\end{equation}
through the film. The first orders follow a longer path and lose 17\,\%, so $a_1/a_0$ falls by about 3\,\% from top to bottom. Absorption hardly moves the null, but it makes the exposure uneven in depth.

\subsection{Reflection from the substrate}

Let each first order be accompanied by an upward wave, and let $r$ be the real ratio of the reflected to the incident $E_x$ at $z=0$. A reflected wave has the opposite $k_z$, so transversality reverses its $E_z$ relative to its $E_x$. With $q=k\cos\theta$, the first orders now give
\begin{align}
E_x&=2a_1\cos\theta\cos Kx\,(e^{iqz}+re^{-iqz}),\\
E_z&=-2ia_1\sin\theta\sin Kx\,(e^{iqz}-re^{-iqz}).
\end{align}
The squared brackets are $1+r^2\pm2r\cos2qz$. Separating $\cos^2Kx$ and $\sin^2Kx$ as before, we find the coefficient of $\cos2Kx$:
\begin{equation}
2a_1^2\left[(1+r^2)\cos2\theta+2r\cos2qz\right].
\end{equation}
At $45^\circ$ the second term survives. It comes from one first order travelling down and the other travelling up after reflection. These two waves travel in opposite directions, and their electric unit vectors are parallel.

An intensity reflectance of 0.5\,\% means $r=\sqrt{0.005}=0.0707$. Relative to the TE second harmonic $2a_1^2$, the restored harmonic reaches $2r=0.141$. It alternates in sign with depth. Averaged over the 100 nm film, with an extremum at the film centre, its magnitude is 0.025 on the same scale. If the zero order has the same $r$, the first harmonic also changes. This is a simplification: a real antireflection coating generally reflects the axial and the $45^\circ$ beams with different magnitudes and phases. At $z=0$ both interfering fields are multiplied by $1+r$, so the relative change is $(1+r)^2-1=0.146$. A small reflectance can matter because the leading change in the interference is proportional to the amplitude ratio $r$, not to the much smaller $r^2$.

\subsection{A source of finite size}

A tilted source point shifts all transverse wave numbers by the same amount. If the tilt is in the $xz$ plane, the first orders have unequal angles $\theta_+$ and $\theta_-$ on the two sides of the axis. Their polarization factor is
\begin{equation}
\cos(\theta_++\theta_-),\qquad
\sin\theta_\pm=\frac{\lambda/p\pm\sigma\,\mathrm{NA}}{n},
\end{equation}
where $\sigma$ gives the tilt as a fraction of the numerical aperture. At $\sigma=0.10$ the factor is $-0.013$. For a uniform line source extending to this value on both sides, the first harmonic 50 nm from focus is about 0.99 of its point-source value at the same depth when the amplitudes are held fixed, and about 0.98 when the angle-dependent lens and interface factors of the next subsection are included. Even a slightly larger source would, for its outermost points, push one first order outside the lens: three-beam imaging at this period requires $1.202+1.35\,\sigma<1.35$, or $\sigma<0.11$.

\subsection{The lens and the water surface}

The lens and the resist surface alter $a_1/a_0$. For a lossless lens, power conservation fixes $|E|^2\cos\theta$ for each order, up to a factor common to all orders, because the cosine converts beam intensity into power per unit area of the image plane. Relative to the zero order, the first-order amplitude in water is multiplied by $\sqrt{\cos\theta_m/\cos\theta_w}$, where $\theta_m$ is the angle at the mask. With fourfold reduction, $\sin\theta_m=1.202/4$, and the multiplier is 1.316.

At the resist surface, let $\rho$ and $t$ be the reflected and transmitted electric amplitudes for unit incident amplitude. Continuity of $E_x$ and $H_y$ gives
\begin{equation}
\cos\theta_w(1-\rho)=t\cos\theta,\qquad n_w(1+\rho)=nt .
\end{equation}
Eliminating $\rho=nt/n_w-1$ yields
\begin{equation}
t=\frac{2n_w\cos\theta_w}{n_w\cos\theta+n\cos\theta_w}.
\end{equation}
Divided by its value at normal incidence, this is 0.885. The combined multiplier is $0.885\times1.316=1.16$. This value is for TM, with the thin-mask amplitude taken as that of the full electric field; if it is taken as that of $E_x$, the multiplier is larger by $1/\cos\theta_m$, or 1.22. For TE the interface factor is 0.867, the multiplier is 1.14, and the log-slope rises from 8.00 to 9.12. The null does not move, because $a_1$ multiplies the whole second harmonic.

The TM log-slope changes from 3.12 to 3.14. It changes so little because \eqref{eq:slope} has a maximum as a function of $b=a_1/a_0$. Writing
\begin{equation}
N_{\rm TM}=\frac{4\pi b\cos\theta}{1+4b^2\sin^2\theta},
\end{equation}
and setting its derivative to zero gives $2b\sin\theta=1$ and the maximum $\pi\cot\theta$. At $45^\circ$ this is $\pi$. Both amplitude ratios lie close to the maximum, and no choice of $a_1/a_0$ can raise the TM log-slope above $\pi$ at this edge and focus.

\subsection{Comparison with real exposures}

The wavelength, aperture and indices are in the range of water-immersion lithography. The small, nearly on-axis source is a restrictive assumption, because off-axis illumination changes which beams interfere. If illumination from one side leaves the zero order and one first order at equal and opposite angles $\pm\alpha$, the factor $\cos2\alpha$ belongs to the \emph{first} harmonic. At $\alpha=45^\circ$ such a two-beam TM image has no modulation at all. TE polarization avoids this loss.

Within the three-beam case, the assumed substrate reflectance of 0.5\,\% changes the local harmonics by up to about 15\,\% of their reference values, which are the first harmonic at focus and the TE second harmonic. Relative to the weaker first harmonic at the film surfaces, the change can reach about 21\,\% for unfavourable reflection phases. The lens and water surface raise $a_1/a_0$ by about 16\,\% in TM and 14\,\% in TE. Absorption moves the period of the null by about 0.03 nm, and the small line source moves it by about 0.3 nm. Mask thickness, aberrations, source points outside the $xz$ plane and resist chemistry are not included. The first three can alter the optical image, and the last alters how that image becomes a developed profile. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
wavelength 193 nm; NA 1.35; film 100 nm
index: resist 1.70, water 1.44
amplitudes (clear mask = 1): a0 0.5000, a1 0.3183
null: angle in resist 45.00 deg
null: pitch 160.6 nm; n sin(theta) 1.202
same beams in water: angle 56.6 deg
cos(2 theta) in water -0.394
pitch for 45 deg in water 189.5 nm
Polarization factors measured from the fields at focus:
angle (deg), pitch (nm), zero-first factor, first-first factor
  30.0, 227.1, 0.8660, 0.5000
  45.0, 160.6, 0.7071, 0.0000
  52.6, 143.0, 0.6078, -0.2612
At the null pitch and focus, intensity relative to clear mask:
  TM: mean 0.4526, first 0.4502, second 0.0000
  TE: mean 0.4526, first 0.6366, second 0.2026
  TM at x = 0, p/4, p/2: 0.9028, 0.4526, 0.0025
  TE at x = 0, p/4, p/2: 1.2919, 0.2500, 0.0187
TM contrast 0.9945
normalized log-slope: TM 3.12, TE 8.00
second-harmonic factor at 45 deg: magnetic 1.0000
second-harmonic factor at 45 deg: energy flow 0.7071
first harmonic vanishes at defocus 96.9 nm
peak-to-peak there: TM 0.0000, TE 0.4053
TM first harmonic 50 nm from focus 0.3102
Neglected effects:
absorption index 0.02: null pitch shift -0.033 nm
absorption: zero-order loss through film 12.2 %
substrate reflectance 0.5 %, r = 0.0707
  local second harmonic / TE value 0.141
  film-averaged second harmonic / TE value 0.025
  largest first-harmonic change / focus value 0.146
in-plane source, sigma 0.10:
  first-first factor at source edge -0.0129
  first harmonic at film edge / point source 0.986
a1/a0 multiplier: interface 0.885, lens 1.316
  product 1.164; TM log-slope becomes 3.14
\end{verbatim}
